# Equal-density k-point meshes for monoclinic and doubled orthorhombic hafnia cells: verification in Python

```python
"""Equal-density k-meshes for a monoclinic and a doubled orthorhombic cell.

Result under test: with N_i = ceil(|b_i|/Delta), the total count N per formula
unit obeys, apart from integer rounding,
  (N_o/Z_o)/(N_m/Z_m) = (Z_m/Z_o)^2 (v_m/v_o) sin(beta),
while N*Z is the number of formula units in the Born-von Karman box.
Symbols: b_i reciprocal vectors (2 pi included), Delta largest spacing,
Z formula units per cell, v volume per formula unit, beta monoclinic angle,
m monoclinic, o doubled orthorhombic. Lengths are in bohr.
The cell lengths are round model values of the size of hafnia cells.
"""
from itertools import product
import numpy as np
from scipy.constants import physical_constants

BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def cell_matrix(a, b, c, beta_deg=90.0):
    beta = np.radians(beta_deg)
    return np.array([[a, 0, 0], [0, b, 0],
                     [c * np.cos(beta), 0, c * np.sin(beta)]])


def reciprocal_lengths(cell):
    return np.linalg.norm(2 * np.pi * np.linalg.inv(cell).T, axis=1)


def choose_mesh(cell, spacing):
    return tuple(int(n) for n in np.ceil(reciprocal_lengths(cell) / spacing))


def total(mesh):
    return int(np.prod(mesh, dtype=np.int64))


def irreducible_count(mesh, sign_operations):
    orbits = set()
    for k in product(*map(range, mesh)):
        images = [tuple((s * n) % m for s, n, m in zip(op, k, mesh))
                  for op in sign_operations]
        orbits.add(min(images))
    return len(orbits)


a_m, b_m, c_m, beta_deg = 9.7, 9.8, 10.0, 100.0
a_o, b_o, c_o = 10.0, 9.5, 9.5
z_m, z_single, z_o = 4, 4, 8
delta, delta_coarse = 0.17, 0.22
mono = cell_matrix(a_m, b_m, c_m, beta_deg)
single = cell_matrix(a_o, b_o, c_o)
doubled = cell_matrix(2 * a_o, b_o, c_o)
sin_beta = np.sin(np.radians(beta_deg))

# Reciprocal lengths: matrix inversion against the closed formulas.
g_m, g_o = reciprocal_lengths(mono), reciprocal_lengths(doubled)
formula_m = 2 * np.pi / np.array([a_m * sin_beta, b_m, c_m * sin_beta])
formula_o = 2 * np.pi / np.array([2 * a_o, b_o, c_o])
assert np.allclose(g_m, formula_m, rtol=1e-12)
assert np.allclose(g_o, formula_o, rtol=1e-12)

# Ratio law against integer meshes at a very small spacing.
# Rounding changes each factor by at most spacing/|b_i|, below 4e-4 here.
v_m = abs(np.linalg.det(mono)) / z_m
v_o = abs(np.linalg.det(doubled)) / z_o
ratio_law = (z_m / z_o) ** 2 * (v_m / v_o) * sin_beta
fine = 1e-4
ratio_fine = (total(choose_mesh(doubled, fine)) / z_o) / (
    total(choose_mesh(mono, fine)) / z_m)
assert abs(ratio_fine / ratio_law - 1) < 1e-3

# Chosen meshes and the window of spacings that leaves both unchanged.
mesh_m, mesh_o = choose_mesh(mono, delta), choose_mesh(doubled, delta)
mesh_single = choose_mesh(single, delta)
all_g = np.concatenate([g_m, g_o])
all_n = np.array(mesh_m + mesh_o)
assert all_n.min() > 1
low, high = (all_g / all_n).max(), (all_g / (all_n - 1)).min()


def same_pair(spacing):
    return (choose_mesh(mono, spacing) == mesh_m
            and choose_mesh(doubled, spacing) == mesh_o)


assert all(same_pair(x) for x in np.linspace(low + 1e-7, high - 1e-7, 200))
assert not same_pair(low - 1e-7) and not same_pair(high + 1e-7)

# Random-hopping model: four orbitals per single cell, one per formula unit.
rng = np.random.default_rng(7)
onsite = rng.normal(size=(4, 4))
onsite = onsite + onsite.T
hops = rng.normal(size=(3, 4, 4))


def levels(repeat, mesh):
    """All levels of a cell made of repeat single cells, on a Gamma mesh."""
    cells = list(product(*map(range, repeat)))
    place = {cell: 4 * i for i, cell in enumerate(cells)}
    energies = []
    for k in product(*map(range, mesh)):
        h = np.zeros((4 * len(cells), 4 * len(cells)), dtype=complex)
        for cell in cells:
            i = place[cell]
            h[i:i + 4, i:i + 4] += onsite
            for axis in range(3):
                target = list(cell)
                target[axis] += 1
                wrap, target[axis] = divmod(target[axis], repeat[axis])
                j = place[tuple(target)]
                phase = np.exp(2j * np.pi * wrap * k[axis] / mesh[axis])
                h[i:i + 4, j:j + 4] += phase * hops[axis]
                h[j:j + 4, i:i + 4] += np.conj(phase) * hops[axis].T
        energies.extend(np.linalg.eigvalsh(h))
    return np.sort(energies)


levels_single = levels((1, 1, 1), mesh_single)
levels_doubled = levels((2, 1, 1), mesh_o)
levels_box = levels(mesh_single, (1, 1, 1))
assert len(levels_single) == len(levels_doubled) == len(levels_box)
fold_error = np.abs(levels_single - levels_doubled).max()
box_error = np.abs(levels_single - levels_box).max()
assert fold_error < 1e-10 and box_error < 1e-10

# Keeping the single-cell mesh on the doubled cell samples twice as densely.
longer_mesh = (2 * mesh_single[0],) + mesh_single[1:]
levels_kept = levels((2, 1, 1), mesh_single)
levels_longer = levels((1, 1, 1), longer_mesh)
assert np.allclose(levels_kept, levels_longer, atol=1e-10)

# Irreducible points: explicit orbits against counts for even meshes.
ops_m = [(1, 1, 1), (-1, -1, -1), (-1, 1, -1), (1, -1, 1)]
ops_o = list(product((1, -1), repeat=3))
irr_m = irreducible_count(mesh_m, ops_m)
irr_o = irreducible_count(mesh_o, ops_o)
assert all(n % 2 == 0 for n in mesh_m + mesh_o)
assert irr_m == (mesh_m[1] // 2 + 1) * (mesh_m[0] * mesh_m[2] + 4) // 2
assert irr_o == np.prod([n // 2 + 1 for n in mesh_o])

n_m, n_o = total(mesh_m), total(mesh_o)
assert n_o * z_o == len(levels_box)


def row(values, digits=4):
    return " ".join(f"{x:.{digits}f}" for x in values)


print(f"monoclinic a b c (bohr): {row((a_m, b_m, c_m), 1)}")
print(f"monoclinic beta (degree): {beta_deg:.1f}; sin beta: {sin_beta:.4f}")
print(f"doubled orthorhombic a b c (bohr): {row((2*a_o, b_o, c_o), 1)}")
print(f"formula units per cell, m and o: {z_m} {z_o}")
print(f"volume per formula unit, m and o (bohr^3): {row((v_m, v_o), 2)}")
print(f"requested spacing Delta (1/bohr): {delta:.2f}")
print(f"Delta converted (1/angstrom): {delta / BOHR_IN_ANGSTROM:.4f}")
print(f"Delta/(2 pi) (1/angstrom): "
      f"{delta / BOHR_IN_ANGSTROM / (2 * np.pi):.4f}")
for name, cell, g, mesh, z, irr in (
        ("monoclinic", mono, g_m, mesh_m, z_m, irr_m),
        ("doubled orthorhombic", doubled, g_o, mesh_o, z_o, irr_o)):
    box = np.linalg.norm(cell, axis=1) * np.array(mesh)
    print(f"{name} |b_i| (1/bohr): {row(g)}")
    print(f"{name} |b_i|/Delta: {row(g / delta, 3)}")
    print(f"{name} mesh: {mesh}; total points N: {total(mesh)}")
    print(f"{name} achieved spacings (1/bohr): {row(g / np.array(mesh))}")
    print(f"{name} N/Z: {total(mesh) / z:.2f}; N*Z: {total(mesh) * z}")
    print(f"{name} periodic box lengths (bohr): {row(box, 1)}")
    print(f"{name} irreducible points: {irr}")
print(f"ratio of N/Z, o over m, chosen meshes: {(n_o/z_o)/(n_m/z_m):.4f}")
print(f"ratio of N/Z, o over m, law without rounding: {ratio_law:.4f}")
print(f"ratio of N/Z, o over m, integer meshes at Delta = {fine:.4f} "
      f"1/bohr: {ratio_fine:.4f}")
print(f"window of Delta for this mesh pair (1/bohr): {low:.4f} to {high:.4f}")
print(f"single orthorhombic mesh at the same Delta: {mesh_single}")
print(f"levels in the model box: {len(levels_box)}")
print(f"largest level difference, single vs doubled below 1e-10: "
      f"{bool(fold_error < 1e-10)}")
print(f"largest level difference, single vs whole box below 1e-10: "
      f"{bool(box_error < 1e-10)}")
print(f"mesh {mesh_single} on doubled cell equals {longer_mesh} on single")
print(f"coarser requested spacing (1/bohr): {delta_coarse:.2f}")
coarse_per_unit = []
for name, cell, g, z in (("monoclinic", mono, g_m, z_m),
                         ("doubled orthorhombic", doubled, g_o, z_o)):
    mesh = choose_mesh(cell, delta_coarse)
    coarse_per_unit.append(total(mesh) / z)
    print(f"coarse {name} |b_i|/Delta: {row(g / delta_coarse, 3)}")
    print(f"coarse {name} mesh: {mesh}; N: {total(mesh)}; "
          f"N/Z: {total(mesh) / z:.2f}; N*Z: {total(mesh) * z}")
    print(f"coarse {name} achieved spacings (1/bohr): "
          f"{row(g / np.array(mesh))}")
print(f"coarse ratio of N/Z, o over m: "
      f"{coarse_per_unit[1] / coarse_per_unit[0]:.4f}")
print("done: every assertion held")
```

Running it gives:

```
monoclinic a b c (bohr): 9.7 9.8 10.0
monoclinic beta (degree): 100.0; sin beta: 0.9848
doubled orthorhombic a b c (bohr): 20.0 9.5 9.5
formula units per cell, m and o: 4 8
volume per formula unit, m and o (bohr^3): 234.04 225.63
requested spacing Delta (1/bohr): 0.17
Delta converted (1/angstrom): 0.3213
Delta/(2 pi) (1/angstrom): 0.0511
monoclinic |b_i| (1/bohr): 0.6577 0.6411 0.6380
monoclinic |b_i|/Delta: 3.869 3.771 3.753
monoclinic mesh: (4, 4, 4); total points N: 64
monoclinic achieved spacings (1/bohr): 0.1644 0.1603 0.1595
monoclinic N/Z: 16.00; N*Z: 256
monoclinic periodic box lengths (bohr): 38.8 39.2 40.0
monoclinic irreducible points: 30
doubled orthorhombic |b_i| (1/bohr): 0.3142 0.6614 0.6614
doubled orthorhombic |b_i|/Delta: 1.848 3.891 3.891
doubled orthorhombic mesh: (2, 4, 4); total points N: 32
doubled orthorhombic achieved spacings (1/bohr): 0.1571 0.1653 0.1653
doubled orthorhombic N/Z: 4.00; N*Z: 256
doubled orthorhombic periodic box lengths (bohr): 40.0 38.0 38.0
doubled orthorhombic irreducible points: 18
ratio of N/Z, o over m, chosen meshes: 0.2500
ratio of N/Z, o over m, law without rounding: 0.2554
ratio of N/Z, o over m, integer meshes at Delta = 0.0001 1/bohr: 0.2553
window of Delta for this mesh pair (1/bohr): 0.1653 to 0.2127
single orthorhombic mesh at the same Delta: (4, 4, 4)
levels in the model box: 256
largest level difference, single vs doubled below 1e-10: True
largest level difference, single vs whole box below 1e-10: True
mesh (4, 4, 4) on doubled cell equals (8, 4, 4) on single
coarser requested spacing (1/bohr): 0.22
coarse monoclinic |b_i|/Delta: 2.990 2.914 2.900
coarse monoclinic mesh: (3, 3, 3); N: 27; N/Z: 6.75; N*Z: 108
coarse monoclinic achieved spacings (1/bohr): 0.2192 0.2137 0.2127
coarse doubled orthorhombic |b_i|/Delta: 1.428 3.006 3.006
coarse doubled orthorhombic mesh: (2, 4, 4); N: 32; N/Z: 4.00; N*Z: 256
coarse doubled orthorhombic achieved spacings (1/bohr): 0.1571 0.1653 0.1653
coarse ratio of N/Z, o over m: 0.5926
done: every assertion held
```
